# The order of the frozen-core error in the total energy

A frozen-core calculation takes the core orbitals from a reference atom, holds them fixed, and makes only the valence electrons self-consistent in the target: another configuration, an ion, or an atom in a solid. The problem is to find how the resulting energy error depends on the change that the core would have made if it had been free.

**Conventions.** Rydberg atomic units are used, so the kinetic operator is $-\nabla^2$ and $e^2=2$. For the target, the Kohn–Sham energy without its kinetic part is

$$U[n]=\int wn+\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}+E_{xc}[n],\qquad v[n]=\frac{\delta U}{\delta n}=w+V_H+v_{xc},$$

where $w$ is the external potential and volume elements are omitted. For any potential $V$, let $\phi_i$ and $\varepsilon_i$ be the eigenstates and eigenvalues of $-\nabla^2+V$, with fixed occupations $f_i$. The core states give

$$n_c[V]=\sum_{i\in c}f_i|\phi_i|^2,\qquad T_c[V]=\sum_{i\in c}f_i\langle\phi_i|-\nabla^2|\phi_i\rangle,$$

and $n_v[V]$, $T_v[V]$ are the same sums over valence states. The fully relaxed target has potential $V^*=v[n^*]$, core density $n_c^*$, core kinetic energy $T_c^*$ and energy $E$. The reference atom has potential $V_0$ and supplies $n_{c0}=n_c[V_0]$ and $T_{c0}=T_c[V_0]$. The frozen-core target satisfies

$$V_F=v\big[n_{c0}+n_v[V_F]\big],\qquad E_F=T_{c0}+T_v[V_F]+U\big[n_{c0}+n_v[V_F]\big].$$

Write $\Delta n_c=n_{c0}-n_c^*$ and $D=V_0-V^*$. The functionals are taken to be smooth. Levels that the change of potential can mix are taken to stay separated if they differ in occupation, or if one is core and the other valence, so that perturbation theory applies. "First order" means first order in $D$; part (d) examines what this says about $\Delta n_c$.

## (a) The core kinetic energy

**Find the error $T_{c0}-T_c^*$ in terms of the core-density change, through second order.**

**Solution.** The sum of core eigenvalues is

$$S_c[V]=\sum_{i\in c}f_i\varepsilon_i=T_c[V]+\int V n_c[V].$$

First-order perturbation theory gives $\delta\varepsilon_i=\int|\phi_i|^2\delta V$, hence $\delta S_c=\int n_c\,\delta V$. Varying the right-hand side directly gives

$$\delta S_c=\delta T_c+\int V\,\delta n_c+\int n_c\,\delta V.$$

The terms in $\delta V$ cancel, leaving

$$\delta T_c=-\int V\,\delta n_c .$$

For a finite change, follow $V_s=V^*+sD$ from $s=0$ to $1$. Expand the core density as $n_c^*+sn_1+s^2n_2+\dots$, where $n_k$ is of order $D^k$. Then

$$T_{c0}-T_c^*=-\int_0^1ds\int(V^*+sD)(n_1+2sn_2+\dots)$$
$$=-\int V^*(n_1+n_2)-\tfrac12\int Dn_1+O(D^3).$$

Since $\Delta n_c=n_1+n_2+\dots$ and $V^*+\tfrac12D=\tfrac12(V_0+V^*)$, this is

$$T_{c0}-T_c^*=-\tfrac12\int(V_0+V^*)\,\Delta n_c+O(D^3).$$

The error is generally of first order. It can be large even for a small $\Delta n_c$, because the potential varies by many rydbergs across the core. A constant shift of the potential would not matter, since $\int\Delta n_c=0$.

## (b) The separate components and their sum

**Find the first-order errors of the kinetic, external, Hartree and exchange-correlation energies, and of the total.**

**Solution.** The valence electrons respond to the frozen core, so their change must be included. Let $X=V_F-V^*$, let $K=\delta v/\delta n$, and let $\chi_v=\delta n_v/\delta V$. Linearizing the self-consistency condition gives

$$X=K(\Delta n_c+\chi_vX)\quad\Rightarrow\quad(1-K\chi_v)X=K\Delta n_c.$$

If $1-K\chi_v$ can be inverted, $X$ is of first order, and so is $\Delta n_v=n_v[V_F]-n_v^*$. An electronic instability, where this operator becomes singular, invalidates the expansion.

The argument of part (a) holds for the valence sum too: $\delta T_v=-\int V\delta n_v$. With $\Delta n=\Delta n_c+\Delta n_v$, the first-order errors are

$$\Delta T=-\int V^*\Delta n,\quad \Delta E_{ext}=\int w\,\Delta n,\quad \Delta E_H=\int V_H\Delta n,\quad \Delta E_{xc}=\int v_{xc}\Delta n,$$

with $V_H$ and $v_{xc}$ taken in the relaxed target. Their sum is

$$\int(-V^*+w+V_H+v_{xc})\,\Delta n=0,$$

because $V^*=w+V_H+v_{xc}$. The components have first-order errors, while the total error starts at second order.

What cancels is the first-order change in kinetic energy against an opposite change in potential energy. Which of the two rises depends on the target. The cancellation needs $T_{c0}$ and $n_{c0}$ to come from the same orbitals. If $T_{c0}$ were combined with the target's own densities and valence kinetic energy, the error would be the whole first-order quantity $T_{c0}-T_c^*$.

## (c) The second-order coefficient

**Find the leading total error without computing the second-order change of any orbital.**

**Solution.** Allow separate potentials to generate the core and valence orbitals:

$$G[V_c,V_v]=T_c[V_c]+T_v[V_v]+U\big[n_c[V_c]+n_v[V_v]\big].$$

Using the two kinetic relations, its variation is

$$\delta G=\int(v[n]-V_c)\,\delta n_c+\int(v[n]-V_v)\,\delta n_v.$$

For any core potential $V_c$, relax the valence states and call the resulting potential $V_F[V_c]$. Then $V_v=v[n]=V_F[V_c]$, the second integral vanishes, and the gradient of the frozen-core energy with respect to the core is

$$dE_F=\int\big(V_F[V_c]-V_c\big)\,\delta n_c .$$

Integrate it along $V_s=V^*+sD$. At $s=0$ the core belongs to the relaxed target, so $V_F[V^*]=V^*$ and the bracket is zero. It therefore expands as $sA_1+s^2A_2+\dots$, with $A_k$ of order $D^k$:

$$E_F-E=\int_0^1ds\int(sA_1+s^2A_2)(n_1+2sn_2)+\dots$$
$$=\int\left(\tfrac12A_1n_1+\tfrac13A_2n_1+\tfrac23A_1n_2\right)+O(D^4).$$

At $s=1$ the bracket is $V_F-V_0=A_1+A_2+\dots$. Half its product with $\Delta n_c$ is

$$\tfrac12\int(V_F-V_0)\Delta n_c=\int\left(\tfrac12A_1n_1+\tfrac12A_2n_1+\tfrac12A_1n_2\right)+O(D^4).$$

The two expressions agree at second order and differ at third, so

$$\boxed{E_F-E=\tfrac12\int\Delta n_c\,(V_F-V_0)+O(D^3)}$$

The factor $\tfrac12$ comes from a gradient that grows linearly from zero. The same picture gives a slope: along this path the error is $s^2(E_F-E)$ at leading order. Moving the frozen core a fraction $h$ of the way from reference to target sets $s=1-h$, and the initial slope in $h$ is $-2(E_F-E)$.

## (d) Meaning, sign and limits

**When is the error second order in the density change itself? Does it have a definite sign? What changes if the valence states are forced to be orthogonal to the frozen core?**

**Solution.** At leading order $\Delta n_c=\chi_cD$, with $\chi_c=\delta n_c/\delta V$. Take a family of targets with $D=\lambda D_1$ at leading order and $\chi_cD_1\neq0$. Then $\Delta n_c\propto\lambda$ and $E_F-E\propto\lambda^2$, which is second order in the core-density change. Between different families no common bound of the form $C\|\Delta n_c\|^2$ follows, since a potential change to which the core responds weakly can be large while $\Delta n_c$ is small.

One limit is harmless. If $V_F-V_0$ is constant across the core, the leading error vanishes, because $\int\Delta n_c=0$. Spherical valence charge that is rearranged wholly outside the core does just this: its Hartree potential inside is constant, and its local exchange-correlation potential there is unchanged. The core is disturbed by valence charge that penetrates it, by non-spherical valence charge outside it, or by external fields that vary across it.

For the sign, suppose that $V_0$ and $V^*$ are spherical and that the core consists of the lowest states of each angular momentum, all filled. The core orbitals of $V^*$ are trial orbitals for $V_0$, and conversely, so the variational principle for eigenvalue sums gives

$$T_{c0}+\int V_0n_{c0}\le T_c^*+\int V_0n_c^*,\qquad T_c^*+\int V^*n_c^*\le T_{c0}+\int V^*n_{c0}.$$

Adding these and cancelling the kinetic energies gives $\int(V_0-V^*)\Delta n_c\le0$. Now split the boxed result using $V_F-V_0=(V^*-V_0)+(V_F-V^*)$:

$$E_F-E\simeq\tfrac12\int(V^*-V_0)\Delta n_c+\tfrac12\int(V_F-V^*)\Delta n_c.$$

The first term is non-negative. By part (b), $V_F-V^*=(1-K\chi_v)^{-1}K\Delta n_c$ at leading order, so the second term is the interaction of the core-density error with itself, screened by the valence electrons; it need not reduce the total. The argument does not determine its sign, and so leaves the sign of the total open.

In the scheme used so far, valence states are eigenstates of $-\nabla^2+V_F$, and they overlap slightly with the frozen core orbitals. Suppose instead that the energy is minimized over valence orbitals orthogonal to the frozen core, giving $E_\perp$. If $E$ is the minimum over all orthonormal orbitals at the given occupations, the restriction implies $E_\perp\ge E$. To find the order, project the frozen core out of the true valence orbitals and orthonormalize the resulting orbitals. With the frozen core they form an allowed trial set, displaced from the true orbitals by first order, apart from rotations among equally occupied core orbitals, which do not matter. The energy is stationary under such displacements:

$$\delta E=\sum_if_i\,2\,\mathrm{Re}\langle\delta\phi_i|-\nabla^2+V^*|\phi_i\rangle=\sum_if_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0.$$

The trial energy exceeds $E$ by second order, and $E_\perp$ lies between the two.

## (e) Energy differences and another source for the core

**Find the error in the energy difference between reference and target, first with the reference core and then with a core taken from a third system.**

**Solution.** With its own core the reference atom has no frozen-core error. The energy difference inherits the target's error, which is second order.

Now let the core come from a potential $V_c$. At leading order the error is a quadratic form $\tfrac12B(Y,Y)$, where $Y$ is $V_c$ minus the relaxed potential of the system treated. With $a=V_c-V_0$, the reference has $Y=a$, and the target has $Y=V_c-V^*=a+D$. The error of the difference is

$$\tfrac12B(a+D,a+D)-\tfrac12B(a,a)=B(a,D)+\tfrac12B(D,D).$$

The variation of $B$ between the systems adds terms of third order. The part $\tfrac12B(a,a)$ cancels, but a cross term, linear in $D$, remains. Stationarity thus does not depend on choosing the reference atom. That choice sets $a=0$ and removes the cross term.

## (f) Silicon

**Compute the errors for a silicon atom with a frozen $1s^22s^22p^6$ core and a $3s^23p^2$ reference.**

**Solution.** The atoms are spherical, spin-unpolarized and nonrelativistic, in the local density approximation with Slater exchange and Vosko–Wilk–Nusair correlation. The radial equations were solved self-consistently on a mapped Legendre–Lobatto grid reaching 30 bohr. Promotion by $x$ means $3s^{2-x}3p^{2+x}$; ionization removes one $3p$ electron. The squeezed atom is $3s^13p^3$ in an added potential $0.2\,(r/r_s)^4$ Ry with $r_s=3.165$ bohr. The moved core charge is $q=\tfrac12\int|\Delta n_c|$. Errors are frozen minus relaxed, in mRy.

| Target | $q$ ($10^{-3}e$) | $\Delta T$ | $\Delta E_{ext}$ | Total |
|---|---:|---:|---:|---:|
| $x=0.05$ | 0.1628 | −7.01 | 10.2 | 0.000146 |
| $x=0.1$ | 0.3253 | −14.0 | 20.4 | 0.000584 |
| $x=1$ | 3.20 | −136.5 | 198.7 | 0.0575 |
| Ionized | 4.40 | −224.7 | 324.4 | 0.0865 |
| Squeezed | 8.36 | 441.7 | −628.5 | 0.279 |

Between the first two rows the total error has the order

$$\frac{\ln(0.000584/0.000146)}{\ln(0.3253/0.1628)}=2.00,$$

while $\Delta T$ doubles along with $q$. At full promotion the Hartree and exchange-correlation errors are −71.5 and 9.3 mRy. The four components add to

$$-136.5+198.7-71.5+9.3=0.0\ \text{mRy}$$

at this rounding; the unrounded sum is 0.0575 mRy, or 0.78 meV. The kinetic error alone is about 2400 times larger.

The boxed formula gives 0.0574 mRy for full promotion, 0.2% below the direct difference. For the squeezed atom it gives 0.2794 mRy against 0.2792 mRy. The ratio of total error to $q^2$ differs between families:

$$\frac{5.75\times10^{-5}}{(3.20\times10^{-3})^2}=5.6\ \text{Ry}/e^2,\qquad\frac{2.79\times10^{-4}}{(8.36\times10^{-3})^2}=4.0\ \text{Ry}/e^2,$$

for promotion and squeezing. The quadratic law holds within a family, but its coefficient depends on the shape of the disturbance.

The core's own kinetic error at full promotion is −141.4 mRy, and the formula of part (a) reproduces it to the digits shown. The valence response supplies the remaining $-136.5+141.4=4.9$ mRy. Pairing the reference $T_{c0}$ with the target's densities would therefore cause an error of −141.4 mRy, or −1.92 eV. The slope of part (c), from a central difference with the core potential displaced by $\pm0.2$ of the way to the target, is −0.1156 mRy; the quadratic estimate is $-2\times0.0575=-0.1150$ mRy.

Enforcing orthogonality gives an error of 0.042 mRy at full promotion, below the 0.0575 mRy of the unconstrained scheme. A constraint can lower the energy here because the unconstrained $3s$ and $3p$ states are excited eigenstates for their angular momenta, stationary but not minima. States orthogonal to the frozen core, rather than to the core eigenstates of $V_F$, can contain a little of those deeper eigenstates, which lowers their energy. The unconstrained $3s$ state does overlap with the frozen $2s$ orbital, by $6\times10^{-4}$ in magnitude.

A core from Si$^{4+}$ gives errors of 18.92 mRy in the reference and 17.06 mRy in the promoted atom. Their difference is −1.86 mRy, or −25 meV. Most of the error cancels, but what remains is about 32 times the 0.78 meV found with the neutral core, as the cross term of part (e) allows.

**Relation to crystalline silicon.** The radius $r_s$ is that of a sphere with the volume per atom for a rough lattice constant of 0.54 nm. The confining potential is a model of the neighbours; it reduces the mean $3p$ radius from 2.70 to 2.31 bohr. The resulting error of 3.8 meV is about 0.1% of a cohesive energy of roughly 5 eV per atom. The wall height of 0.2 Ry was chosen, not fitted to a crystal, and the error depends strongly on it, so this figure is an illustration and not an estimate for crystalline silicon. A real crystal breaks the spherical symmetry, and the effect of that on the error was not computed. Two other omissions were sized for the promotion energy, which is 6.75 eV in this model. Aligning the valence spins in $3s^13p^3$ and the two $3p$ spins in the reference, with orbitals held fixed, shifts it by −2.4 eV. First-order mass-velocity and nuclear Darwin terms shift it by 0.05 eV. Both exceed the frozen-core error by far, but they are shifts of the promotion energy, not of that error. The errors of the local density approximation itself are also left out.

## (g) Where to draw the core: gallium

**Compare a gallium core that includes $3d$ with one that leaves $3d$ free to relax.**

**Solution.** The same atomic model is used with a $4s^24p^1$ reference. In each comparison the target is fixed and only the division between core and valence changes.

| Target | $3d$ frozen (meV) | $3d$ relaxed (meV) |
|---|---:|---:|
| $4s^14p^2$ | 14.1 | 0.22 |
| Ga$^+$, $4s^2$ | 11.1 | 0.06 |

Freezing $3d$ raises the error by factors of about 60 and 180. In these atoms the response of the $3d$ shell accounts for nearly all of the large-core error. Second-order behaviour by itself does not make an error negligible; the coefficient and the size of the core change still matter.

These atomic numbers are no direct estimate for GaAs or GaN. In GaN the Ga $3d$ levels lie close in energy to the N $2s$ levels, so the two can mix, and the assumption of a well-separated core is then in doubt for $3d$. If an accuracy of a few meV per Ga atom is needed, the atomic errors are reason enough to test a calculation with $3d$ in the valence.
